\section*{Current Response of the Uniform Electron Gas and Landau Diamagnetism}

\section{What the density response leaves out}

A static vector potential that is a pure gradient carries no electric or magnetic field, so it cannot drive a current. Yet if the current of an electron gas is computed from the momentum operator alone, such a potential appears to produce a current proportional to the full electron density. A second failure concerns the density response: a transverse vector potential leaves the density of a uniform gas unchanged to first order, so the induced density does not register the magnetic field at this order, and in linear response the orbital magnetization appears in the induced current. Current density functional theory needs a response function free of both defects.

We treat the uniform, spin-unpolarized gas of independent electrons in three dimensions at zero temperature. This is the Kohn--Sham gas, and the potentials below are then the effective ones. Units are $\hbar=m=e=1$, the electron charge is $-1$, and electromagnetic quantities are Gaussian. With $\mathbf a=\mathbf A/c$ the Hamiltonian is
\begin{equation}
H=\sum_i \tfrac12\left[\mathbf p_i+\mathbf a(\mathbf r_i,t)\right]^2 .
\label{eq:H}
\end{equation}
Spin enters through a factor 2 in sums over states; the magnetization of the spins is left out until the comparison with the Pauli susceptibility.

\section{The response tensor}

The velocity of an electron is $\mathbf p+\mathbf a$. The particle current density is therefore
\begin{equation}
\mathbf j=\mathbf j_p+\hat n\,\mathbf a,\qquad
\mathbf j_p(\mathbf r)=\tfrac12\sum_i\{\mathbf p_i,\delta(\mathbf r-\mathbf r_i)\}.
\label{eq:j}
\end{equation}
Expanding (\ref{eq:H}) gives the first-order coupling $H_1=\int d^3r\,\mathbf j_p\cdot\mathbf a$; the term $a^2/2$ is of second order. There is no current at $\mathbf a=0$, so to first order $\delta\mathbf j=\delta\langle\mathbf j_p\rangle+n\mathbf a$, with $n$ the uniform density.

Take $\mathbf a(\mathbf r,t)=\mathbf a\,e^{i\mathbf q\cdot\mathbf r-i\omega t}$, switched on slowly, so that $\omega$ stands for $\omega+i0$. Between plane waves,
\begin{equation}
\langle\mathbf k+\mathbf q|\tfrac12\{p_\beta,e^{i\mathbf q\cdot\mathbf r}\}|\mathbf k\rangle
=\tfrac12\left[(k+q)_\beta+k_\beta\right]=(k+q/2)_\beta .
\end{equation}
Let $f_{\mathbf k}$ be the occupation of a state with energy $\varepsilon_{\mathbf k}=k^2/2$, and let $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$. The first-order part of $i\dot\rho=[H,\rho]$ reads
\begin{equation}
\omega\rho_1=\Delta\,\rho_1+(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,(k+q/2)_\beta a_\beta
\end{equation}
for the element $\rho_1$ between $\mathbf k+\mathbf q$ and $\mathbf k$. We solve for $\rho_1$, multiply by the current vertex $(k+q/2)_\alpha$, and sum over states. With $\int_{\mathbf k}\equiv 2\int d^3k/(2\pi)^3$, so that $\int_{\mathbf k}f_{\mathbf k}=n$, the result is $\delta j_\alpha=\chi_{\alpha\beta}a_\beta$ with
\begin{equation}
\chi_{\alpha\beta}=n\delta_{\alpha\beta}
+\int_{\mathbf k}(k+q/2)_\alpha(k+q/2)_\beta
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-\Delta}.
\label{eq:tensor}
\end{equation}
The first term is diamagnetic, the second paramagnetic. The paramagnetic term with both vertices replaced by 1 is the density response $\chi_{nn}$ to a scalar potential.

Put $\mathbf q$ along $z$. Occupations and energies then do not depend on the azimuth of $\mathbf k$ about $\mathbf q$. Averaging over it removes $k_x(k_z+q/2)$, $k_y(k_z+q/2)$ and $k_xk_y$, and makes the averages of $k_x^2$ and $k_y^2$ equal. Hence
\begin{equation}
\chi_{\alpha\beta}=\chi_L\,\hat q_\alpha\hat q_\beta
+\chi_T\,(\delta_{\alpha\beta}-\hat q_\alpha\hat q_\beta).
\label{eq:split}
\end{equation}

\section{Longitudinal part and diamagnetic sum rule}

The longitudinal vertex is an energy difference,
\begin{equation}
\mathbf q\cdot(\mathbf k+\mathbf q/2)=\mathbf k\cdot\mathbf q+q^2/2=\Delta .
\end{equation}
Contracting (\ref{eq:tensor}) with $q_\alpha q_\beta$ therefore puts $\Delta^2$ in the numerator, and we use
\begin{equation}
\frac{\Delta^2}{\omega-\Delta}=-\Delta-\omega+\frac{\omega^2}{\omega-\Delta}.
\label{eq:identity}
\end{equation}
The term $-\omega$ multiplies $\int_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})=0$. For the term $-\Delta$, shift $\mathbf k\to\mathbf k-\mathbf q$ in the part with $f_{\mathbf k+\mathbf q}$:
\begin{equation}
\int_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\Delta
=\int_{\mathbf k}f_{\mathbf k}\left[\left(\mathbf k\cdot\mathbf q+\tfrac{q^2}{2}\right)
-\left(\mathbf k\cdot\mathbf q-\tfrac{q^2}{2}\right)\right]=nq^2 .
\end{equation}
Thus $q^2\chi_L=nq^2-nq^2+\omega^2\chi_{nn}$, or
\begin{equation}
\chi_L(q,\omega)=\frac{\omega^2}{q^2}\,\chi_{nn}(q,\omega).
\label{eq:L}
\end{equation}
At fixed $q\neq0$ the static $\chi_{nn}$ is finite, so $\chi_L(q,0)=0$. The static longitudinal paramagnetic response is $-n$ and cancels the diamagnetic term. This is the diamagnetic sum rule, and it removes the false current described at the start.

Gauge invariance gives the same relation without a bubble. Let $\mathbf a=\nabla\lambda$ and $\psi'=e^{i\sum_i\lambda(\mathbf r_i,t)}\psi$. Since $(\mathbf p+\nabla\lambda)\psi=e^{-i\lambda}\mathbf p\,(e^{i\lambda}\psi)$ for each electron, $\psi'$ obeys a Schr\"odinger equation without vector potential but with the scalar potential $v=-\partial_t\lambda$. For a plane wave $a=iq\lambda$ and $v=i\omega\lambda$, so $v=\omega a/q$. Continuity gives $\omega\,\delta n=q\,j$, and
\begin{equation}
j=\frac{\omega}{q}\,\chi_{nn}v=\frac{\omega^2}{q^2}\,\chi_{nn}a .
\end{equation}
An interaction that depends on positions alone commutes with the phase factor. Equation (\ref{eq:L}) therefore also holds for the interacting gas, with the interacting $\chi_{nn}$ and the external $a$. No such argument exists for a transverse $\mathbf a$, which carries a magnetic field.

\section{Closed forms}

In the part of the bubble with $f_{\mathbf k+\mathbf q}$ substitute $\mathbf k\to-\mathbf k-\mathbf q$. Then $f_{\mathbf k+\mathbf q}\to f_{\mathbf k}$, $\Delta\to-\Delta$, and $k_x^2$ is unchanged. For $g=1$ or $g=k_x^2$,
\begin{equation}
\int_{\mathbf k}g\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-\Delta}
=\int_{\mathbf k}g f_{\mathbf k}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right].
\label{eq:fold}
\end{equation}
At fixed $k_z$ the occupied states fill a disc of squared radius $k_F^2-k_z^2$. Integrating $1$ and $k_x^2$ over it gives $\pi(k_F^2-k_z^2)$ and $\tfrac{\pi}{4}(k_F^2-k_z^2)^2$. The first is the derivative of the second with respect to $\mu=k_F^2/2$, so for independent electrons $\partial(\chi_T-n)/\partial\mu=\chi_{nn}$ at fixed $q$ and $\omega$. Set $k_z=k_Fx$ and
\begin{equation}
\nu_\pm=\frac{\omega}{qk_F}\pm\frac{q}{2k_F}.
\end{equation}
Because $\Delta=qk_z+q^2/2$, the denominators are $\omega-\Delta=qk_F(\nu_--x)$ and $\omega+\Delta=qk_F(\nu_++x)$. Reversing the sign of $x$ in the second term and using $2/(2\pi)^3=1/(4\pi^3)$, we find
\begin{align}
\chi_{nn}&=\frac{k_F^2}{4\pi^2q}\left[I(\nu_-)-I(\nu_+)\right],
\label{eq:nn}\\
\chi_T&=n+\frac{k_F^4}{16\pi^2q}\left[J(\nu_-)-J(\nu_+)\right],
\label{eq:T}
\end{align}
where $I$ and $J$ are the integrals over $-1<x<1$ of $(1-x^2)/(\nu-x)$ and $(1-x^2)^2/(\nu-x)$. To evaluate them, separate the value of each numerator at $x=\nu$:
\begin{align}
1-x^2&=(1-\nu^2)+(\nu-x)(\nu+x),\\
(1-x^2)^2&=(1-\nu^2)^2+(\nu-x)(\nu+x)(2-\nu^2-x^2).
\end{align}
The remainders integrate to $2\nu$ and $\nu(4-2\nu^2-\tfrac23)$. With $\ell(\nu)=\int_{-1}^1dx/(\nu-x)=\ln[(\nu+1)/(\nu-1)]$,
\begin{align}
I(\nu)&=(1-\nu^2)\,\ell(\nu)+2\nu,\\
J(\nu)&=(1-\nu^2)^2\,\ell(\nu)+\tfrac{10}{3}\nu-2\nu^3 .
\label{eq:J}
\end{align}

\section{Absorption and the missing transverse weight}

For real $\omega$, $\mathrm{Im}\,(\nu-x+i0)^{-1}=-\pi\delta(\nu-x)$. Writing $[y]_+$ for $y$ when $y>0$ and zero otherwise, we have
\begin{align}
\mathrm{Im}\,\chi_L&=-\frac{\omega^2k_F^2}{4\pi q^3}
\left([1-\nu_-^2]_+-[1-\nu_+^2]_+\right),
\label{eq:ImL}\\
\mathrm{Im}\,\chi_T&=-\frac{k_F^4}{16\pi q}
\left([1-\nu_-^2]_+^2-[1-\nu_+^2]_+^2\right).
\label{eq:ImT}
\end{align}
For $\omega>0$ we have $|\nu_-|<\nu_+$, so neither is positive. The sign means absorption: energy enters at the rate $\int\mathbf j\cdot\partial_t\mathbf a\,d^3r$, whose time average per volume for a travelling wave $a_0\cos(qz-\omega t)$ is $-\tfrac12\omega a_0^2\,\mathrm{Im}\,\chi$.

The paramagnetic part $\chi-n$ is analytic in the upper half plane and falls off as $\omega^{-2}$, as the expansion in the next section shows. It obeys the Kramers--Kronig relation, and its imaginary part is odd in $\omega$. At zero frequency this gives
\begin{align}
\frac2\pi\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Im}\,\chi_L&=-n,
\label{eq:sumL}\\
\frac2\pi\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Im}\,\chi_T&=-n+\chi_T(q,0).
\label{eq:sumT}
\end{align}
Longitudinal excitations supply the whole weight needed to cancel the diamagnetic term. Transverse excitations fall short of it by the static transverse response.

\section{Static limit and Landau susceptibility}

At $\omega=0$, $\nu_\pm=\pm z$ with $z=q/(2k_F)$. The real part of $J$ is odd and the imaginary parts cancel, so (\ref{eq:T}) becomes $\chi_T=n-k_F^4\,\mathrm{Re}J(z)/(8\pi^2q)$. From $n=k_F^3/(3\pi^2)$ the prefactor is $3n/(16z)$, and
\begin{equation}
\frac{\chi_T(q,0)}{n}=\frac38+\frac{3z^2}{8}
-\frac{3(1-z^2)^2}{16z}\ln\left|\frac{1+z}{1-z}\right| .
\label{eq:static}
\end{equation}
For small $z$ the logarithm is $2z+\tfrac23z^3+\tfrac25z^5+\dots$. Multiplied by $1-2z^2+z^4$ it gives $2z-\tfrac{10}{3}z^3+\tfrac{16}{15}z^5+\dots$, so the last term of (\ref{eq:static}) is $-\tfrac38+\tfrac58z^2-\tfrac15z^4+\dots$. The constants cancel:
\begin{equation}
\frac{\chi_T(q,0)}{n}=z^2-\frac{z^4}{5}+\dots,\qquad
\chi_T(q,0)\to\frac{nq^2}{4k_F^2}=\frac{k_Fq^2}{12\pi^2}.
\label{eq:small}
\end{equation}

To read this as magnetism, equate the charge current $-\mathbf j$ to $c\nabla\times\mathbf M$, with $\mathbf M=\chi_m\mathbf B$ and $\mathbf B=\nabla\times\mathbf A$. For transverse $\mathbf A$, $\nabla\times\nabla\times\mathbf A=q^2\mathbf A$. Then $-\chi_T\mathbf A/c=c\chi_mq^2\mathbf A$, and
\begin{equation}
\chi_m=-\lim_{q\to0}\frac{\chi_T(q,0)}{c^2q^2}=-\frac{k_F}{12\pi^2c^2}.
\label{eq:Landau}
\end{equation}
This is the Landau susceptibility. A positive $\chi_T$ means diamagnetism. The amplitude of the field was taken to zero before $q$. In a uniform field of finite strength the magnetization follows $\chi_mB$ only if the temperature smears the Landau levels, whose spacing is $B/c$. At $T=0$ de Haas--van Alphen oscillations exceed the linear term by a factor that grows as $(k_F^2c/B)^{1/2}$ when the field is lowered. At a spacing of $0.025\,k_F^2/2$ and fixed chemical potential the linear law holds within 1\% for $T=B/(2c)$, while at $T=0.2\,B/c$ the oscillation is as large as the linear term.

For comparison, a field shifts the two spin energies by $\pm\mu_BB$, with $\mu_B=1/(2c)$ and $g=2$. The resulting magnetization is $\mu_B^2(dn/d\mu)B$. Since $n=(2\mu)^{3/2}/(3\pi^2)$, $dn/d\mu=k_F/\pi^2$, and the Pauli susceptibility is $k_F/(4\pi^2c^2)$. The Landau value is minus one third of it.

The order of limits matters. At fixed $\omega$ and $q\to0$, expand the bracket in (\ref{eq:fold}) as $2\Delta/\omega^2+2\Delta^3/\omega^4+\dots$. Odd powers of $k_z$ vanish, and over the Fermi sphere $\langle k_x^2\rangle=\langle k_z^2\rangle=k_F^2/5$. With $g=k_x^2$ the first term gives $nq^2\langle k_x^2\rangle/\omega^2$. With $g=1$ the two terms give $\chi_{nn}=nq^2/\omega^2+3nq^4\langle k_z^2\rangle/\omega^4+\dots$. Therefore
\begin{equation}
\frac{\chi_L}{n}\to1+\frac{3q^2k_F^2}{5\omega^2},\qquad
\frac{\chi_T}{n}\to1+\frac{q^2k_F^2}{5\omega^2}.
\label{eq:fast}
\end{equation}
A uniform oscillating field accelerates all electrons alike, and both responses tend to $n$. If the frequency goes to zero first, both vanish as $q\to0$.

Equation (\ref{eq:Landau}) belongs to independent electrons. In time-dependent current density functional theory the Kohn--Sham system reproduces the full current $\mathbf j$. Write the transverse exchange-correlation vector potential as $f_Tj$, and neglect magnetic forces between the electrons. The Kohn--Sham response to the total potential is $j=\chi_T(a+f_Tj)$, so the interacting response is $\chi_T/(1-f_T\chi_T)$. Because the static $\chi_T$ is proportional to $q^2$ at small $q$, exchange and correlation change the susceptibility if $f_T$ grows as $q^{-2}$, and leave it unchanged if $f_T$ stays finite. The ground-state form of the theory keeps different books. There the Kohn--Sham system reproduces $\mathbf j_p$, so $j_p=(\chi_T-n)(a+a_{xc})$, while the diamagnetic term contains the external $a$ alone. Then $j=\chi_Ta+(\chi_T-n)a_{xc}$, and since $\chi_T-n\to-n$, an $a_{xc}$ of order $q^2a$ already changes the susceptibility.

\section{A gas with $r_s=4$}

Take a model gas with $r_s=4$ bohr. All values are in atomic units unless stated. The density is $n=3/(4\pi r_s^3)=3.730\times10^{-3}$, and $k_F=(3\pi^2n)^{1/3}=0.4798$. Choose $q=0.5k_F=0.2399$ and $\omega=0.3\,qk_F=0.03453$. Then $\nu_-=0.3-0.25=0.05$ and $\nu_+=0.3+0.25=0.55$. Particle-hole pairs absorb whenever $|\nu_-|<1$; here $\nu_+<1$ as well, so both terms of (\ref{eq:ImL}) and (\ref{eq:ImT}) contribute.

Equation (\ref{eq:nn}) gives $\chi_{nn}=-0.04285-0.02291\,i$. The factor in (\ref{eq:L}) is $\omega^2/q^2=(0.3k_F)^2=0.02072$, so
\begin{equation}
\chi_L=0.02072\,\chi_{nn}=(-8.88-4.75\,i)\times10^{-4},\qquad
\frac{\chi_L}{n}=-0.238-0.127\,i .
\end{equation}
The transverse response is $\chi_T/n=0.311-0.599\,i$. Its imaginary part follows by hand from (\ref{eq:ImT}). The prefactor divided by $n$ is $3\pi k_F/(16q)=1.178$, and
\begin{equation}
\frac{\mathrm{Im}\,\chi_T}{n}=-1.178\left[(1-0.05^2)^2-(1-0.55^2)^2\right]
=-1.178\times0.5085=-0.599 .
\end{equation}
At this $q$ and $\omega$ the two responses differ even in the sign of their real parts.

At the same $q$ the static transverse response is $0.0617\,n$. The spectral integrals (\ref{eq:sumL}) and (\ref{eq:sumT}) are $-n$ and $-0.9383\,n$, and indeed $-1+0.0617=-0.9383$. The ratio of the static $\chi_T$ to its small-$q$ form $k_Fq^2/(12\pi^2)$ is 0.9995 at $q=0.1k_F$, 0.987 at $0.5k_F$, 0.948 at $k_F$ and 0.402 at $3k_F$. By (\ref{eq:small}) it starts as $1-z^2/5$, which is 0.9875 at $q=0.5k_F$. At $3k_F$ the expansion is of no use: there $\chi_T$ has reached $0.904\,n$, because the large energy denominators suppress the paramagnetic part.

The Landau coefficient is $k_F/(12\pi^2)=4.051\times10^{-3}$. Dividing by $c^2$ gives $\chi_m=-2.157\times10^{-7}$ in Gaussian form, or, times $4\pi$, $-2.711\times10^{-6}$ in SI form. The Pauli value is $8.133\times10^{-6}$ in SI form, so this gas of independent electrons is paramagnetic on balance.

The numerical check also obtains the coefficient without a response function, from the grand potential of thermally occupied Landau levels at $T=0.05E_F$, where $E_F=k_F^2/2$, the chemical potential is held at $E_F$ and the cyclotron energy is $T/2$. It finds $4.0469\times10^{-3}$, in agreement with the average of $k/(12\pi^2)$ over energies $\varepsilon=k^2/2$ with weight $-\partial f/\partial\varepsilon$. This lies 0.1\% below the zero-temperature value. The shift is thermal: averaging $k=\sqrt{2\varepsilon}$ over the Fermi edge adds $\tfrac{\pi^2T^2}{6}\,d^2k/d\varepsilon^2$, which relative to $k_F$ is $-\tfrac{\pi^2}{24}(T/E_F)^2=-0.00103$. This is the shift at fixed chemical potential. The same average raises $n\propto\varepsilon^{3/2}$ by the fraction $\tfrac{\pi^2}{8}(T/E_F)^2$, so at fixed density the chemical potential falls by the fraction $\tfrac{\pi^2}{12}(T/E_F)^2$ and $k$ by half of that, which doubles the shift.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model gas (atomic units)
r_s = 4 bohr
n = 0.00373019 bohr^-3
k_F = 0.47979 bohr^-1
Fermi energy = 0.115099 hartree
Response at one q and w (chi_L, chi_T in a.u. of n/m)
q = 0.239895 bohr^-1
w = 0.0345297 hartree
nu_minus = 0.05
nu_plus = 0.55
chi_nn = -4.284757e-02 -2.290826e-02 i hartree^-1 bohr^-3
chi_L = -8.877085e-04 -4.746094e-04 i a.u.
chi_T = 1.161570e-03 -2.234619e-03 i a.u.
chi_L/n = -2.379792e-01 -1.272345e-01 i
chi_T/n = 3.113966e-01 -5.990624e-01 i
Spectral weights at the same q
longitudinal weight / n = -1
transverse weight / n = -0.938288
static chi_T / n = 0.0617116
Static transverse response; R = chi_T/(k_F q^2/12 pi^2)
q/k_F = 0.1: chi_T/n = 0.002499, R = 0.999500
q/k_F = 0.5: chi_T/n = 0.061712, R = 0.987386
q/k_F = 1.0: chi_T/n = 0.237011, R = 0.948046
q/k_F = 3.0: chi_T/n = 0.904407, R = 0.401959
Fixed w = k_F^2, q = 0.05 k_F: (chi/n-1)/(q k_F/w)^2
longitudinal = 0.601702
transverse = 0.200215
Tensor by quadrature, q = 0.8 k_F, w = (0.6+0.4i) k_F^2
largest deviation from L/T form / n = 2.72411e-15
deviation from w^2 chi_nn/q^2, over n = 9.37336e-16
Diagonalization, k_F = 1, q = 1, T = 0.05 hartree
chi_T from energy = 0.00796067 a.u.
chi_T from formula = 0.00796067 a.u.
chi_L from energy / n = 3.24679e-09
Landau levels, r_s = 4 gas, T = 0.05 E_F, b = T/2
coefficient from levels = 0.00404688 a.u.
thermal average of formula = 0.00404686 a.u.
k_F/(12 pi^2) at T = 0 = 0.00405107 a.u.
Susceptibilities (dimensionless)
Landau, Gaussian = -2.15725e-07
Landau, SI = -2.71088e-06
Pauli, SI = 8.13264e-06
Landau/Pauli = -0.333333
\end{verbatim}
